\section*{Carbon Thickness on a Mirror from a Photoelectron Intensity Ratio}

\section{A mirror that has gathered carbon}

A mirror in an extreme-ultraviolet lithography tool works in a vacuum that still holds traces of hydrocarbons. Under irradiation these can leave carbon on the surface, and the carbon absorbs light. To find its thickness, the mirror is placed in a photoelectron spectrometer. X-rays release electrons from the carbon and from the metal beneath it, and each element gives a line at its own kinetic energy. As the film thickens, the carbon line grows and the metal line fades. What thickness belongs to a measured ratio of the two?

The film is taken to be flat and uniform, with thickness $d$ and a sharp lower interface. Electrons are collected at one angle $\theta$ from the surface normal, and $c=\cos\theta$. They travel in straight lines, and the X-rays are not noticeably weakened within the depth that matters. The algebra contains lengths and ratios alone, so no physical constants enter and any one unit of length will do.

\section{First case: one attenuation length}

Suppose first that the two lines have nearly the same kinetic energy, so that both kinds of electron have the same attenuation length $L$ in carbon. This length is defined by the loss in a thin sheet: a path $ds$ removes the fraction $ds/L$ of the electrons from the line. An electron leaving at angle $\theta$ crosses a sheet of thickness $dz$ along a path $dz/c$. The probability $P(z)$ of escaping from depth $z$ therefore obeys
\begin{equation}
\frac{dP}{dz}=-\frac{P}{Lc},\qquad P(0)=1
\quad\Longrightarrow\quad P(z)=e^{-z/(Lc)} .
\end{equation}

Let the carbon emit $a$ detectable electrons per unit depth. The film's signal is
\begin{equation}
I_o=a\int_0^d e^{-z/(Lc)}\,dz=aLc\left[1-e^{-d/(Lc)}\right].
\end{equation}
For very thick carbon the bracket tends to 1, so $I_o^{\rm thick}=aLc$ and
\begin{equation}
I_o=I_o^{\rm thick}\left[1-e^{-d/(Lc)}\right].
\label{film}
\end{equation}

An electron from the metal must first reach the interface and then cross the whole film. The second factor, $e^{-d/(Lc)}$, is the same for every depth of origin in the metal, so it comes out of the sum over those depths. What remains is the signal of the bare mirror:
\begin{equation}
I_s=I_s^{\rm bare}e^{-d/(Lc)} .
\label{sub}
\end{equation}
The metal need not be thick. If it is a thin cap, (\ref{sub}) still holds, provided that the bare reference has the same cap.

Define the measured ratio $R$, the reference ratio $R_0$ and their quotient $r$:
\begin{equation}
R=\frac{I_o}{I_s},\qquad R_0=\frac{I_o^{\rm thick}}{I_s^{\rm bare}},\qquad r=\frac{R}{R_0}.
\end{equation}
Emission strengths and detector efficiencies cancel in $r$ if samples and references are measured with the same settings. Dividing (\ref{film}) by (\ref{sub}) gives
\begin{equation}
r=\left[1-e^{-d/(Lc)}\right]e^{d/(Lc)}=e^{d/(Lc)}-1 .
\end{equation}
Adding 1 and taking the logarithm yields the closed formula
\begin{equation}
\boxed{\,d=Lc\,\ln(1+r)\,}\qquad\text{(equal lengths)}.
\label{log}
\end{equation}

Two limits show what it says. For $r\ll1$, $\ln(1+r)\approx r$ and $d\approx Lcr$: the metal line has hardly changed, and the carbon signal counts the atoms in the film. For $r\gg1$, $d\approx Lc\ln r$: the carbon signal has saturated, and the thickness is read from the fading of the metal line.

\section{Second case: two lengths}

The lines generally differ in kinetic energy, and the attenuation length depends on energy. Let $L_o$ belong to the carbon line and $L_s$ to the metal line. Both are lengths in carbon, because the film is what both kinds of electron cross. The derivation is unchanged except that (\ref{film}) now contains $L_o$ and (\ref{sub}) contains $L_s$:
\begin{equation}
r=\left[1-e^{-d/(L_oc)}\right]e^{d/(L_sc)} .
\label{general}
\end{equation}
With
\begin{equation}
x=\frac{d}{L_oc},\qquad k=\frac{L_o}{L_s},
\end{equation}
the second exponent is $d/(L_sc)=kx$, and
\begin{equation}
r=e^{kx}\left(1-e^{-x}\right).
\label{reduced}
\end{equation}

Both factors are positive and increase with $x$ for $x>0$, so their product increases. It starts at 0 and grows without bound. Every $r>0$ therefore belongs to one thickness and no other.

The two limits now separate the roles of the lengths. For small $x$, $e^{kx}\approx1$ and $1-e^{-x}\approx x$, so
\begin{equation}
d\approx L_oc\,r\qquad(x\ll1,\ kx\ll1).
\end{equation}
For large $x$, $1-e^{-x}\approx1$ and $r\approx e^{kx}$, so
\begin{equation}
d\approx\frac{L_oc}{k}\ln r=L_sc\ln r .
\end{equation}
A thin film is governed by the carbon electrons' length, a thick one by the metal electrons' length.

\section{When does the equation close?}

Put $y=e^x$ in (\ref{reduced}):
\begin{equation}
y^k-y^{k-1}=r .
\label{tri}
\end{equation}
For $k=1$ this is $y-1=r$, the case already solved. Some unequal lengths also give closed forms. For $k=2$, $y^2-y-r=0$. Its positive root gives
\begin{equation}
x=\ln\frac{1+\sqrt{1+4r}}{2}.
\end{equation}
For $k=\tfrac12$ the left side is $e^{x/2}-e^{-x/2}=2\sinh(x/2)$, so $x=2\,\mathrm{arsinh}(r/2)$. Unequal lengths thus do not by themselves rule out a closed formula.

Each closed form so far is a rational multiple of the logarithm of an expression in radicals; this includes the last one, since $\mathrm{arsinh}\,u=\ln(u+\sqrt{u^2+1})$. A single counterexample shows that no formula of this kind covers all length ratios. Take $k=\tfrac45$, $r=1$ and $w=e^{x/5}$, so that $y=w^5$. Equation (\ref{tri}) becomes $w^4-w^{-1}=1$, or, after multiplication by $w$,
\begin{equation}
w^5-w-1=0 .
\end{equation}
Its positive root is $w=1.1673$. To see that radicals cannot express it, reduce the coefficients modulo two primes.

Modulo 5, if $\alpha$ is a root, so is $\alpha+1$, because $(\alpha+1)^5=\alpha^5+1$ there. The roots are $\alpha,\alpha+1,\dots,\alpha+4$. A factor of degree $m$ with $0<m<5$ would have a root sum $m\alpha+{}$integer among the residues modulo 5, which would make $\alpha$ itself a residue. But every residue satisfies $\alpha^5=\alpha$, and the equation would then read $-1=0$. The polynomial is thus irreducible modulo 5, and hence over the rationals.

Modulo 2 it factors as $(w^2+w+1)(w^3+w^2+1)$. Neither factor vanishes at 0 or 1, so both are irreducible. By Dedekind's theorem the Galois group contains a permutation made of a 2-cycle and a 3-cycle; its cube is a single exchange of two roots. Irreducibility in the prime degree 5 supplies a 5-cycle. Together these generate all permutations of five roots, a group that is not solvable, and by Galois's theorem $w$ cannot be written with radicals and rational numbers.

If $x=q\ln A$ held with $q$ rational and $A$ built from rational numbers by arithmetic and radicals, then $w=A^{q/5}$ would be such an expression, a contradiction. The argument excludes this class of formulas, not infinite series or special functions. For a general length ratio the practical course is to find the root numerically.

\section{Finding the root safely}

The equal-length formula supplies a bracket. At fixed $d$, shortening either length in (\ref{general}) raises the right side. Let $L_{\min}$ and $L_{\max}$ be the smaller and larger of the two. Replacing both lengths first by one and then by the other gives
\begin{equation}
e^{d/(L_{\max}c)}-1\ \le\ r\ \le\ e^{d/(L_{\min}c)}-1 ,
\end{equation}
and solving each inequality for $d$,
\begin{equation}
L_{\min}c\ln(1+r)\ \le\ d\ \le\ L_{\max}c\ln(1+r).
\label{bracket}
\end{equation}
When the lengths become equal, the bracket closes on (\ref{log}).

For Newton's method, take the logarithm of (\ref{reduced}) and define
\begin{align}
g(x)&=kx+\ln(1-e^{-x})-\ln r,\\
g'(x)&=k+\frac{e^{-x}}{1-e^{-x}}=k+\frac{1}{e^x-1}>0,\\
g''(x)&=-\frac{e^x}{(e^x-1)^2}<0 .
\end{align}
The iteration is $x_{n+1}=x_n-g(x_n)/g'(x_n)$. Start at the lower end of (\ref{bracket}), where $g\le0$; the first step then goes upward or is zero. Since $g''<0$, the tangent lies on or above the curve. At the true root it is therefore not negative, so its own zero, which is $x_{n+1}$, does not lie beyond the root. The same reasoning applies to each later step. The iterates rise, are bounded, and have a limit at which $g/g'=0$, which is the root.

\section{How wrong is the logarithm for nearly equal lengths?}

Hold $r$ fixed and differentiate $g=0$ with respect to $k$:
\begin{equation}
x+\left(k+\frac1{e^x-1}\right)\frac{dx}{dk}=0 .
\end{equation}
At $k=1$ we have $e^x=1+r$, and the bracket equals $1+1/r=(1+r)/r$. Hence
\begin{equation}
\frac{dx}{dk}\bigg|_{k=1}=-\frac{r}{1+r}\ln(1+r),
\end{equation}
and to first order in $k-1$
\begin{equation}
d\approx L_oc\ln(1+r)\left[1-(k-1)\frac{r}{1+r}\right].
\label{first}
\end{equation}
The logarithm with $L_o$ therefore has a relative error of about $(k-1)r/(1+r)$. Using $L_s=L_o/k$ instead lowers the result by the further fraction $k-1$, so the error becomes
\begin{equation}
(k-1)\left[\frac r{1+r}-1\right]=-\frac{k-1}{1+r}.
\end{equation}
The first error vanishes for thin films and the second for thick ones, as the two limits require. With the mean of the two lengths the first-order error is half their sum, $(k-1)(r-1)/[2(r+1)]$. It vanishes at $r=1$, where only a smaller error of order $(k-1)^2$ remains.

\section{Numbers for a ruthenium-capped mirror}

Take a mirror with a ruthenium cap, examined with Al K$\alpha$ X-rays of about 1487 eV. Ru 3p is used here for the metal. The Ru 3d$_{3/2}$ line lies under C 1s, so $I_o$ means the carbon signal left after that ruthenium part has been subtracted. For the film found below, rough cross sections make the ruthenium part about 1.6 times the carbon part, and a 5\% error in the subtracted amount shifts the thickness by about 5\%. The Ru 3d$_{5/2}$ line near 280 eV, if fitted separately, would give $k$ close to 1. With rough binding energies of 285 eV for C 1s and 460 eV for Ru 3p, the kinetic energies are
\begin{equation}
1487-285=1202\ \text{eV},\qquad 1487-460=1027\ \text{eV}.
\end{equation}
The slower ruthenium electrons get the shorter length: $L_o=3.0$ nm and $L_s=2.7$ nm, both rough, so $k=1.111$. The angle is $30^\circ$, with $c=0.8660$. The ratios $R=0.60$ and $R_0=0.50$ are chosen round numbers, and $r=1.20$.

With $\ln(1+r)=0.7885$, the bracket (\ref{bracket}) is
\begin{align}
2.7\times0.8660\times0.7885&=1.844\ \text{nm},\\
3.0\times0.8660\times0.7885&=2.048\ \text{nm}.
\end{align}
Newton's method starts at 1.8436 nm and gives 1.9321, then 1.9335 nm, after which the fourth decimal no longer changes. Thus
\begin{equation}
d=1.93\ \text{nm}=19.3\ \text{\AA}.
\end{equation}
Substituting back, the film gives 0.5249 of the thick-carbon signal and passes 0.4374 of the metal signal. Their quotient is $0.5249/0.4374=1.200$, as required.

Relative to this root, the logarithm is 5.9\% too high with $L_o$ and 4.6\% too low with $L_s$. The first-order estimates are $+6.1\%$ and $-5.1\%$. The mean length errs by 0.6\%, a small figure because $r$ is near 1. Equation (\ref{first}) gives 1.924 nm, about half a percent low.

With lengths and angle held fixed, $r=0.1$ gives $d=0.245$ nm, and the errors with $L_o$ and $L_s$ are $+1.0\%$ and $-9.1\%$. For $r=10$, $d=5.664$ nm and they are $+10.0\%$ and $-1.0\%$. The better choice of length changes from $L_o$ to $L_s$, as derived.

An error in the measured ratio passes into $d$ according to $dx/d\ln r=1/g'(x)$, so
\begin{equation}
\frac{d\ln d}{d\ln R}=\frac{1}{x\,[k+1/(e^x-1)]}=0.67
\end{equation}
at $x=0.744$. A 5\% error in $R$ shifts the thickness by about 3.3\%. For a very thin film this factor tends to 1.

\section{Where the flat-film model gives way}

The attenuation lengths, energies and cap are rough typical values for such a mirror, and a carbon film of about 2 nm is a plausible size for contamination; the intensity ratios are not measurements. Real mirrors can break several assumptions. Each estimate below changes one of them, starting from the 1.93 nm film, and inverts the altered ratio with (\ref{general}).

\textit{Uneven carbon.} If the same amount of carbon forms flat islands of thickness $2d$ on half the area, the apparent thickness is 1.25 nm, 35\% below the true mean. Halves of $0.5d$ and $1.5d$ give 1.75 nm, 10\% low. The sign follows from the convexity of $e^{-z/(Lc)}$: its average over an uneven film is at least its value at the mean thickness. Unevenness thus weakens the carbon signal and strengthens the metal signal. Shadowing by island edges is left out.

\textit{Elastic scattering.} Real electrons are also deflected. Let $L_o$ and $L_s$ be inelastic mean free paths, and add isotropic elastic scattering with a transport length of 15 nm, a deliberately strong case. If the whole stack is treated as one thick, carbon-like medium, the film reads as 2.17 nm, 12\% high. In carbon at these energies the transport length is longer, roughly 25 to 50 nm depending on density and electron energy, and the same estimate then gives a smaller shift, roughly 4 to 8\%. The uniform medium leaves out that ruthenium scatters much more strongly, with a transport length of about 3 nm; with a 2.5 nm ruthenium layer under the film the shift rises to roughly 6 to 10\%. Attenuation lengths taken from measured attenuation already contain part of this effect, and applying the full correction to them would count that part twice.

\textit{The metal reference.} A 2.5 nm cap, with a rough attenuation length of 1.5 nm in ruthenium, gives the fraction
\begin{equation}
1-e^{-2.5/(1.5\times0.8660)}=0.854
\end{equation}
of the bulk signal. Using bulk ruthenium as the reference multiplies $r$ by $1/0.854$ and gives 2.14 nm, 11\% high. If instead the supposedly bare mirror carries 0.3 nm of carbon from the air, its metal signal is too weak, $R_0$ is too large, and the result is 1.77 nm, 8\% low.

\textit{Angle and lengths.} Collecting electrons over a cone of half-angle $15^\circ$, with reference signals equal in all directions, gives 1.97 nm, 2\% high; with reference signals proportional to the cosine, as in $aLc$, it gives 1.96 nm, 1.5\% high. Making both lengths 10\% longer raises $d$ by 10\%, because $x$ depends on $r$ and $k$ alone and $d=L_oc\,x$.

For these numbers, solving (\ref{general}) removes the error of about 5\% that the logarithm makes when the length of one line is used for both; with the mean length that error is only 0.6\%, because $r$ is near 1. Islands or an unsuitable reference can each shift the thickness by more. An imperfect subtraction of Ru 3d from C 1s can shift it by a comparable amount, and elastic scattering by as much or somewhat more if inelastic mean free paths are used as the lengths. The root is precise for the model; its accuracy for a mirror depends on the film's shape, the attenuation lengths and the references. The numerical output lists the values used here.

\section*{Calculated quantities}
\begin{verbatim}
photon energy (rough): 1487 eV
C 1s, Ru 3p binding (rough): 285, 460 eV
C 1s, Ru 3p kinetic: 1202, 1027 eV
Lo, Ls in carbon (rough): 3.0, 2.7 nm
Ls if length scales as energy^0.75: 2.67 nm
emission angle: 30 deg, cosine 0.8660
R, R0, r = R/R0: 0.60, 0.50, 1.200
k = Lo/Ls: 1.1111;  ln(1+r): 0.7885
bracket for d: 1.8436 to 2.0485 nm
Newton iterate 0: 1.843625 nm
Newton iterate 1: 1.932120 nm
Newton iterate 2: 1.933497 nm
Newton iterate 3: 1.933498 nm
Newton iterate 4: 1.933498 nm
thickness d: 1.933 nm = 19.33 angstrom
reduced thickness x: 0.7442
carbon factor 1-exp(-d/(Lo c)): 0.5249
substrate factor exp(-d/(Ls c)): 0.4374
log formula with Lo: 2.048 nm, error +5.9 %
log formula with Ls: 1.844 nm, error -4.6 %
log formula with mean L: 1.946 nm, error +0.6 %
first-order corrected formula: 1.924 nm
relative change of d per relative change of R: 0.666
r=0.1: d=0.245 nm, log errors with Lo, Ls: +1.0, -9.1 %
r=10.0: d=5.664 nm, log errors with Lo, Ls: +10.0, -1.0 %
k=4/5, r=1: w = exp(x/5) = 1.167304
elastic transport length (rough): 15 nm
apparent d, elastic scattering: 2.169 nm (+12.2 %)
apparent d, islands 2d on half the area: 1.247 nm (-35.5 %)
apparent d, halves of 0.5d and 1.5d: 1.748 nm (-9.6 %)
Ru cap, length in Ru (rough): 2.5, 1.5 nm
cap signal / bulk Ru signal: 0.854
apparent d, bulk Ru reference: 2.144 nm (+10.9 %)
air carbon on reference (rough): 0.3 nm
apparent d, air carbon on reference: 1.773 nm (-8.3 %)
apparent d, acceptance half-angle 15 deg: 1.974 nm (+2.1 %)
d with both lengths 10 % longer: 2.127 nm (+10.0 %)
\end{verbatim}
